# Band bending and depletion radius around a lined through-silicon via

## The decision: planar or cylindrical depletion

To estimate the capacitance of a through-silicon via, or the distance that keeps its depleted layer clear of its neighbour's, one must decide how far the depleted silicon reaches. The quick choice is the planar depletion width, wrapped around the via. For a via a few micrometres across in lightly doped silicon, the depletion width is not small compared with the radius. In the example below, at equal surface band bending, the planar formula makes the width 4.7 % too large. If the depleted layer is also treated as a planar capacitor, the capacitance of via to substrate comes out about 10 % too small. The cylindrical relations remove these errors of geometry at almost no cost; a smaller error from the assumed sharp edge remains, about 2 % of the width and 1 % of the capacitance in the example.

## Model and signs

A metal core of radius \(r_m\) is surrounded by an oxide liner that ends at radius \(a\). Outside is p-type silicon with uniform acceptor density \(N\) and permittivity \(\varepsilon_s\). The via is taken as long, isolated and axially symmetric, so the potential depends on \(r\) alone.

Let \(\psi(r)\) be the electrostatic potential measured from neutral silicon far away. Electron energies shift by \(-q\psi\), so positive \(\psi\) bends the bands down and repels holes. The surface band bending is \(\psi_s=\psi(a)\ge 0\).

The full-depletion approximation replaces the true charge density by

\[
\rho(r)=\begin{cases}-qN, & a<r<R,\\ 0, & r>R.\end{cases}
\]

Holes are absent inside the depletion radius \(R\), silicon is neutral outside it, and electrons are ignored. The radius \(R\) is unknown and must come out of the solution.

## Solving Poisson's equation

With \(\nabla^2\psi=-\rho/\varepsilon_s\) and the negative acceptor charge, the two minus signs cancel:

\[
\frac1r\frac{d}{dr}\!\left(r\frac{d\psi}{dr}\right)=\frac{qN}{\varepsilon_s},\qquad a<r<R .
\]

Beyond \(R\) the silicon is neutral and field-free, so \(\psi=0\) there. No sheet charge sits at \(R\), hence both the potential and the field are continuous:

\[
\psi(R)=0,\qquad \psi'(R)=0 .
\]

These two conditions fix the two integration constants. The value \(\psi_s\) at the surface is then a third condition, and it determines \(R\).

Multiply the equation by \(r\) and integrate from \(r\) to \(R\). The upper limit contributes nothing because \(\psi'(R)=0\):

\[
-r\psi'(r)=\frac{qN}{2\varepsilon_s}(R^2-r^2).
\]

The outward field \(E=-\psi'\) is therefore

\[
E(r)=\frac{qN}{2\varepsilon_s}\left(\frac{R^2}{r}-r\right).
\]

It is positive: field lines point outward from the via and end on the negative acceptors. Since \(\psi(R)=0\), the potential is the integral of this field from \(r\) to \(R\):

\[
\psi(r)=\frac{qN}{2\varepsilon_s}\int_r^R\!\left(\frac{R^2}{r'}-r'\right)dr'
=\frac{qN}{2\varepsilon_s}\left[R^2\ln\frac Rr-\frac{R^2-r^2}{2}\right].
\]

Setting \(r=a\) and taking a factor \(1/2\) out of the bracket gives the required relation:

\[
\boxed{\;\psi_s=\frac{qN}{4\varepsilon_s}\left[2R^2\ln\frac Ra-R^2+a^2\right]\;}
\]

The liner's thickness and permittivity do not appear. They matter when the metal voltage, rather than \(\psi_s\), is given.

## What each shell of charge contributes

The same result follows from adding up shells. By Gauss's law the field at \(r\) is set by the acceptors between \(r\) and \(R\), so

\[
\psi_s=\int_a^R\frac{dr}{r}\int_r^R\frac{qN}{\varepsilon_s}r'\,dr'
=\frac{qN}{\varepsilon_s}\int_a^R r'\ln\frac{r'}{a}\,dr' .
\]

In the last step the order of integration was exchanged: for fixed \(r'\), the variable \(r\) runs from \(a\) to \(r'\), and \(\int_a^{r'}dr/r=\ln(r'/a)\). Integration by parts gives

\[
\int_a^R r\ln\frac ra\,dr=\frac{R^2}{2}\ln\frac Ra-\frac{R^2-a^2}{4},
\]

which reproduces the boxed formula. The weight \(r\ln(r/a)\) shows that a shell of given thickness adds more to the band bending the farther it lies from the liner. In the example below, the inner half of the depleted layer supplies about a quarter of the band bending.

## One root, and its closed form

Define

\[
x=\frac{R^2}{a^2},\qquad s=\frac{4\varepsilon_s\psi_s}{qNa^2}.
\]

Dividing the relation by \(qNa^2/(4\varepsilon_s)\), and using \(2\ln(R/a)=\ln x\), gives

\[
x\ln x-x+1=s .
\]

The left side is zero at \(x=1\). Its derivative is \(\ln x\), which is positive for \(x>1\), and the left side grows without bound. Each \(s\ge0\) therefore has one root \(x\ge1\).

To invert, put \(u=\ln x-1\), so that \(x=e^{u+1}\). Then \(x(\ln x-1)=s-1\) becomes

\[
u\,e^{u}=\frac{s-1}{e}.
\]

This is the defining equation of the Lambert function \(W\). The condition \(x\ge1\) means \(u\ge-1\), which selects the principal branch \(W_0\). Hence

\[
R=a\exp\!\left\{\frac12\left[1+W_0\!\left(\frac{s-1}{e}\right)\right]\right\}.
\]

## Wide via: the planar limit

Let \(w=R-a\) be the depletion width and \(w_0=\sqrt{2\varepsilon_s\psi_s/(qN)}\) the planar width at the same \(\psi_s\). Factoring the field,

\[
E(r)=\frac{qN}{\varepsilon_s}(R-r)\,\frac{R+r}{2r}\ \ge\ \frac{qN}{\varepsilon_s}(R-r),
\]

because \(R\ge r\). Integration from \(a\) to \(R\) gives \(\psi_s\ge qNw^2/(2\varepsilon_s)\), so \(w\le w_0\). A cylindrical layer holds more charge than a planar one of equal width, and its field lines crowd together towards the via. It therefore needs less width for the same band bending.

For the size of the correction, set \(t=w/a\) and \(\tau=w_0/a\). Since \(\tau^2=s/2\),

\[
\tau^2=(1+t)^2\ln(1+t)-\tfrac12(1+t)^2+\tfrac12 .
\]

With \(\ln(1+t)=t-t^2/2+t^3/3-t^4/4+\dots\), the first term is

\[
(1+2t+t^2)\ln(1+t)=t+\tfrac32t^2+\tfrac13t^3-\tfrac1{12}t^4+\dots
\]

The other two terms add up to \(-t-t^2/2\). Thus

\[
\tau^2=t^2\left(1+\frac t3-\frac{t^2}{12}+\dots\right).
\]

Using \(\sqrt{1+y}=1+y/2-y^2/8+\dots\),

\[
\tau=t\left(1+\frac t6-\frac{t^2}{24}-\frac{t^2}{72}+\dots\right)=t+\frac{t^2}{6}-\frac{t^3}{18}+\dots
\]

Now insert \(t=\tau+b\tau^2+c\tau^3\). The second order requires \(b+1/6=0\). The third requires \(c+b/3-1/18=0\), so \(c=1/9\):

\[
\frac wa=\tau-\frac{\tau^2}{6}+\frac{\tau^3}{9}+\dots
\]

## Thin via: the logarithmic limit

When \(R\gg a\), the term \(a^2\) can be dropped:

\[
\psi_s\simeq\frac{qNR^2}{4\varepsilon_s}\left(2\ln\frac Ra-1\right).
\]

At fixed \(R\) the band bending grows logarithmically as the via shrinks, since the field near a thin line charge varies as \(1/r\). The planar formula has no such term and cannot be used here.

## Capacitance of the depleted layer

Differentiating the boxed relation,

\[
\frac{d\psi_s}{dR}=\frac{qN}{4\varepsilon_s}\left(4R\ln\frac Ra+2R-2R\right)=\frac{qN}{\varepsilon_s}R\ln\frac Ra .
\]

The depletion charge per length has magnitude \(Q=\pi qN(R^2-a^2)\), so \(dQ/dR=2\pi qNR\). The small-signal capacitance per length, with electrons unable to follow the signal, is

\[
C_s=\frac{dQ/dR}{d\psi_s/dR}=\frac{2\pi\varepsilon_s}{\ln(R/a)} .
\]

This is the capacitance of a coaxial capacitor with radii \(a\) and \(R\): a small voltage change adds or removes charge at the edge \(R\).

## Connecting the metal voltage

Without charge in the liner, the metal carries \(+Q\) per length. The liner field is \(Q/(2\pi\varepsilon_{ox}r)\), and its integral from \(r_m\) to \(a\) is the liner voltage. With the metal voltage \(V\) measured from flat band,

\[
V-V_{FB}=\psi_s+\frac{qN(R^2-a^2)}{2\varepsilon_{ox}}\ln\frac a{r_m}.
\]

A positive fixed charge of areal density \(N_f\) at \(r=a\) amounts to \(2\pi a\,qN_f\) per length and reduces the metal charge by that amount. It thus shifts the flat-band voltage by

\[
\Delta V_{FB}=-\frac{qN_f\,a}{\varepsilon_{ox}}\ln\frac a{r_m}.
\]

The relation between \(\psi_s\) and \(R\) is unchanged.

## Worked example: a copper via

Take a copper radius of 2.5 µm and a 0.2 µm silicon dioxide liner, so \(a=2.7\) µm. The acceptor density is \(10^{15}\) cm⁻³, the temperature 300 K, and the relative permittivities are 11.7 and 3.9. Then \(qN/\varepsilon_s=1.5466\) V/µm².

The band bending is set at the conventional onset of strong inversion, where the surface electron density equals \(N\). With a rough intrinsic density \(n_i=10^{10}\) cm⁻³,

\[
\psi_s=2\frac{kT}{q}\ln\frac N{n_i}=2(0.02585)\ln(10^5)\ \text{V}=0.595\ \text{V}.
\]

The dimensionless band bending is

\[
s=\frac{4(0.5953)}{1.5466\,(2.7)^2}=0.2112 ,
\]

and the root is \(x=1.7170\). Inserting it confirms the value: \(1.7170\ln1.7170-0.7170=0.211\). Therefore

\[
R=2.7\sqrt{1.7170}\ \text{µm}=3.54\ \text{µm},\qquad w=0.838\ \text{µm}.
\]

The planar width is \(\sqrt{2(0.5953)/1.5466}=0.877\) µm, which is 4.7 % above the cylindrical width. The three-term series gives 0.840 µm.

The relation was also tested by integrating Poisson's equation numerically inward from a trial edge and moving the edge until \(\psi_s\) was met. For this case, for \(a=0.3\) µm with 0.6 V, and for \(a=2.7\) µm with 5 V, all at the same doping, the largest relative difference in \(R\) was \(4\times10^{-12}\).

For the capacitance, divide everything by \(2\pi\varepsilon_s\). The silicon layer contributes \(\ln(R/a)=\tfrac12\ln1.7170=0.270\) to the reciprocal capacitance. The liner contributes \((11.7/3.9)\ln(2.7/2.5)=0.231\). A planar silicon layer of perimeter \(2\pi a\) would contribute \(w_0/a=0.325\) instead. The series capacitances are in the ratio

\[
\frac{0.231+0.270}{0.231+0.325}=0.90 ,
\]

so the planar estimate is 10 % low, with the liner treated as coaxial in both cases and \(\psi_s\) held equal. If instead the metal voltage is held equal, the planar layer carries less charge, drops less voltage across the liner and takes more band bending; its width is then 9 % too large and the capacitance 12 % too low.

Without fixed charge the liner voltage at onset is 0.93 V, and the total above flat band is \(0.595+0.933=1.53\) V. For the flat-band voltage, take rough values of 4.70 eV for the copper work function and 4.91 eV for that of the silicon, and a rough fixed charge of \(10^{11}\) cm⁻². Then

\[
V_{FB}=(4.70-4.91)-0.96=-1.17\ \text{V}.
\]

Onset occurs at a metal voltage of 0.36 V. At zero metal voltage the silicon is already depleted; the sharp-edge model gives \(\psi_s=0.41\) V and \(R=3.40\) µm.

## The edge is soft

Holes do not vanish abruptly at \(R\). Their density is \(Ne^{-\psi/V_T}\), with \(V_T=kT/q\). The scale of the transition is the Debye length \(L_D=\sqrt{\varepsilon_sV_T/(qN)}=0.13\) µm, but the transition spans several such lengths: in a planar layer the hole density falls from \(0.9N\) to \(0.1N\) over about 0.45 µm. This is still small compared with \(R\), so the edge region can be treated as planar to leading order:

\[
\psi''=\frac{qN}{\varepsilon_s}\left(1-e^{-\psi/V_T}\right).
\]

Multiplying by \(\psi'\) and integrating from the neutral region, where \(\psi=\psi'=0\),

\[
\tfrac12\psi'^2=\frac{qN}{\varepsilon_s}\left[\psi-V_T\left(1-e^{-\psi/V_T}\right)\right]
\simeq\frac{qN}{\varepsilon_s}(\psi-V_T)
\]

once \(\psi\gg V_T\). Full depletion would give \(\psi\) in place of \(\psi-V_T\). The soft edge thus acts as if \(\psi_s\) were lowered by \(kT/q\).

To compare, define an effective radius as that of a sharp edge enclosing the same hole deficit. The Poisson–Boltzmann equation with holes alone gives 3.521 µm at \(\psi_s=0.595\) V. The sharp-edge formula gives 3.538 µm, and with \(\psi_s-kT/q\) it gives 3.520 µm. The error of the plain formula is about 2 % of the width. It grows as \(\psi_s\) falls: for this via it is about 11 % at \(\psi_s=5kT/q\) and 20 % at \(3kT/q\).

## Beyond the onset of inversion

At onset the electron charge is 1.9 % of the depletion charge. Raise the metal voltage by 1 V from there. If electrons have time to collect at the surface, the effective radius grows from 3.52 to 3.58 µm, and the electron charge reaches 0.84 of the depletion charge. If the voltage rises too fast for electrons to be generated, they can be left out of the calculation, and the radius grows from 3.53 to 3.85 µm. The starting value differs slightly because the few electrons present at onset are left out too. This second state is deep depletion; the sharp-edge formula with the voltage balance gives 3.86 µm.

Once electrons can collect, the growth of \(R\) nearly stops: even 10 V above onset the effective radius is only 3.60 µm. Their charge sits next to the liner and raises the liner voltage, which takes up most of the added metal voltage. For a metal voltage about 1 V above onset, as here, the onset radius is a fair estimate if the voltage rises slowly and an underestimate if it rises fast. Below onset the radius is smaller than the onset value.

## Beside a real via

The dimensions and doping are rough typical values for a copper via of medium size. Below onset, the radius at a given metal voltage depends strongly on the electrical state of the liner. The sharp-edge radius moves by about 0.41 µm per volt of flat-band shift at zero metal voltage and 0.37 µm per volt at onset. Above onset this falls only gradually, to 0.29 µm per volt at 1 V above onset, if the voltage rises too fast for electrons to collect; once they have collected it is about 0.02 µm per volt there. The assumed fixed charge supplies 0.96 V of the 1.17 V flat-band shift, and its density depends on processing. Where a barrier layer separates copper from the oxide, the work function of that layer replaces the copper value. Both change the \(R\) found at a given metal voltage, but not the \(R\) belonging to a given \(\psi_s\).

The doping matters too. Doubling it reduces the effective width at onset from 0.82 to 0.60 µm, and halving it raises the width to 1.11 µm.

Temperature has a smaller effect over the range considered here. At 373 K a rough scaling of \(n_i\) gives \(1.4\times10^{12}\) cm⁻³. The onset band bending falls to 0.42 V and the sharp-edge onset width shrinks by 15 % (the effective width by 16 %), at fixed geometry and doping.

The other estimates are smaller:

- **Thermal strain.** A rough expansion mismatch and 200 K of cooling give a strain scale of 0.28 % and band-edge shifts of order 0.014 eV. An equal change in onset \(\psi_s\) would alter the width by about 1 %.
- **Incomplete ionization.** About 0.1 % of acceptors are neutral in the bulk.
- **High fields.** At onset the silicon surface field is 0.015 MV/cm, against a rough breakdown field of 0.3 MV/cm. The liner field without fixed charge then peaks at 0.05 MV/cm, against roughly 5 MV/cm. Both fields rise with the metal voltage: 10 V above onset, with electrons collected, they are about 0.17 and 0.56 MV/cm, but the silicon value belongs to the electron layer: the field exceeds 0.05 MV/cm only within about 8 nm of the liner, and the whole band bending is 0.81 V, less than the band gap, so it does not signal an approach to avalanche breakdown. In deep depletion at the same metal voltage, 7.5 V falls across the silicon and the surface field is 0.064 MV/cm.
- **Via ends.** For a length of 50 µm, the depletion width is 1.7 % of the length.

At a pitch of 10 µm, the sharp edges of two such vias are \(10-2(3.54)=2.9\) µm apart at onset. Because the real edges are soft, the silicon whose hole density is within 1 % of \(N\) is narrower, about 1.9 µm. If the depletion regions met, the conditions at \(R\) would no longer hold, and the isolated-via relation would have to be replaced by a two-dimensional solution.

## Computed values

```
copper radius: 2.5 um
liner thickness: 0.2 um
outer liner radius a: 2.7 um
acceptor density: 1.0e+15 cm^-3
intrinsic density, 300 K (rough): 1.0e+10 cm^-3
relative permittivity Si, oxide: 11.7, 3.9
thermal voltage at 300 K: 0.02585 V
qN/eps_s: 1.5466 V/um^2
band bending at onset: 0.5953 V
dimensionless s: 0.21119
(R/a)^2: 1.71702
depletion radius R: 3.5380 um
depletion width: 0.8380 um = 838 nm
planar width: 0.8774 um
planar excess over cylinder: 4.70 %
three-term series width: 0.8401 um
largest relative shooting error: 4.1e-12
series cubic coefficient, tested: 0.11102
liner voltage at onset: 0.9333 V
onset voltage above flat band: 1.5285 V
fixed charge (rough): 1.0e+11 cm^-2
fixed-charge shift: -0.964 V
Cu work function (rough): 4.70 eV
Si affinity, gap (rough): 4.05, 1.12 eV
Si work function: 4.908 eV
flat-band voltage: -1.172 V
metal voltage at onset: 0.357 V
band bending at 0 V metal: 0.410 V
R at 0 V metal: 3.400 um
R, holes only, fixed psi_s: 3.5208 um
R formula at psi_s - kT/q: 3.5203 um
R, holes and electrons: 3.5204 um
electron/depletion charge at onset: 1.92 %
sharp-edge R, onset + 1 V, no electrons: 3.858 um
band bending in that state: 1.172 V
soft R without electrons, onset bias: 3.529 um
soft R without electrons, + 1 V: 3.851 um
soft R with electrons, onset bias: 3.522 um
soft R with electrons, + 1 V: 3.582 um
electron/depletion charge, + 1 V: 0.84
intrinsic density at 373 K (rough): 1.4e+12 cm^-3
onset band bending at 373 K: 0.425 V
onset R at 373 K: 3.412 um
onset width change at 373 K: -15.0 %
neutral acceptors in bulk (rough): 0.11 %
silicon surface field: 0.0150 MV/cm
liner peak field, no fixed charge: 0.0485 MV/cm
rough breakdown fields Si, liner: 0.3, 5 MV/cm
via pitch (rough): 10 um
neutral gap between vias: 2.92 um
via length (rough): 50 um
width / via length: 1.7 %
expansion mismatch (rough): 1.4e-05 1/K
cooling (rough): 200 K
thermal strain scale: 0.28 %
deformation energy (rough): 5 eV
strain band-edge shift scale: 0.014 eV
```
